# Proximity Effect in a Two-Wire Line at Strong Skin Effect

## Problem

Two long, straight, parallel, non-magnetic round wires of radius $a$ and resistivity $\rho$ have centre spacing $d$. They carry currents $+I$ and $-I$ at angular frequency $\omega$. The skin depth $\delta=\sqrt{2\rho/(\omega\mu_0)}$ is much smaller than $a$ and than the gap $d-2a$. The transverse dimensions are far below the wavelength, and no other conductor is near.

(a) Find the surface current per unit width, $K(\varphi)$, where $\varphi$ is measured on each wire from the direction of the other wire.

(b) Find the ratio of the resistance of a wire in the pair to that of the same wire alone at the same frequency. Show that for $d=4a$ the pair has about 15 percent more resistance.

(c) Confirm the result from the inductance of the line.

(d) Find how a finite skin depth changes the ratio, and evaluate the resistance of a pair of copper bond wires, 25 µm in diameter, 50 µm apart and 1 mm long, at 10 GHz.

## Solution

### (a) The surface current

Phasors are peak values with time factor $e^{i\omega t}$. The current flows along $z$, so the magnetic field follows from $A_z$ alone. Inside a wire the field occupies a layer of thickness about $\delta$. Since $\nabla\cdot\mathbf B=0$, flux entering through the surface must run along this thin layer, which makes the normal field smaller than the tangential field by a factor of order $\delta/a$. The normal field is $(1/a)\,\partial A_z/\partial\varphi$, so to leading order $A_z$ is constant on each wire. Outside, with displacement current neglected, $\nabla^2A_z=0$. An Ampère loop that encloses the layer gives $K=H_{\rm tangential}$.

These conditions and the net currents fix the field. The difference $A'$ of two solutions is constant on each wire and has zero net current there. Its gradient falls at least as $1/r^2$ at large distance. Then $\int|\nabla A'|^2dS$ reduces to a sum over the wires of the constant $A'$ times the net flux of $\nabla A'$, which vanishes. Hence $\nabla A'=0$.

Any solution that meets these conditions is therefore the right one, however it is found. Let $h=d/2$ and $c=\sqrt{h^2-a^2}$, and place the wire centres at $x=\pm h$, with $+I$ on the right. Try the field of line currents $\pm I$ at $x=\pm c$:
$$A_z=\frac{\mu_0I}{2\pi}\ln\frac{r_2}{r_1},$$
where $r_1$ and $r_2$ are the distances from $x=+c$ and $x=-c$. Because $c^2=(h-a)(h+a)>(h-a)^2$, each line lies inside its wire and gives the right net current.

A point on the right wire is $x=h-a\cos\varphi$, $y=a\sin\varphi$. With $a^2=(h-c)(h+c)$,
$$\begin{aligned}
r_1^2&=(h-c)^2+a^2-2a(h-c)\cos\varphi\\
&=(h-c)\,[(h-c)+(h+c)-2a\cos\varphi]\\
&=2(h-c)(h-a\cos\varphi).
\end{aligned}$$
Changing the sign of $c$ gives $r_2^2=2(h+c)(h-a\cos\varphi)$. The ratio is constant on the wire,
$$\frac{r_2}{r_1}=\sqrt{\frac{h+c}{h-c}}=\frac{h+c}{a},$$
as required. The left wire follows by symmetry.

To find the field strength, write $w=x+iy$, where this $i$ refers to the plane of the section. Then $A_z=(\mu_0I/2\pi)\,{\rm Re}\ln[(w+c)/(w-c)]$, and the gradient has the magnitude of the complex derivative:
$$|H|=\frac{I}{2\pi}\left|\frac1{w+c}-\frac1{w-c}\right|=\frac{I}{2\pi}\frac{2c}{r_1r_2}.$$
On the wire, $r_1r_2=2a(h-a\cos\varphi)$. The field does not vanish there, so $K$ keeps the sign of the net current:
$$\boxed{K(\varphi)=\frac{I}{2\pi a}\,\frac{c}{h-a\cos\varphi}}$$

For $d=4a$ we have $h=2a$ and $c=\sqrt3\,a$. Relative to its mean $I/2\pi a$, the current density is $\sqrt3=1.73$ on the facing side and $1/\sqrt3=0.58$ on the far side.

The half of the surface with $|\varphi|<\pi/2$ carries the share
$$F=\frac{c}{2\pi}\int_{-\pi/2}^{\pi/2}\frac{d\varphi}{h-a\cos\varphi}.$$
With $t=\tan(\varphi/2)$, $d\varphi=2dt/(1+t^2)$ and $\cos\varphi=(1-t^2)/(1+t^2)$,
$$F=\frac{c}{2\pi}\int_0^1\frac{4\,dt}{(h-a)+(h+a)t^2}=\frac2\pi\arctan\sqrt{\frac{h+a}{h-a}}.$$
For $h=2a$ the arctangent is $\pi/3$, so two thirds of the current flows in the facing half.

### (b) The resistance

Inside the metal, $\nabla^2J=i\omega\mu_0J/\rho=(2i/\delta^2)J$. Variation along the surface has scale $a$, so to leading order only the derivative with respect to depth $s$ matters. Since $(1+i)^2=2i$, the decaying solution is $J=J_s e^{-(1+i)s/\delta}$. Its integral over depth is $K=J_s\delta/(1+i)$, hence $|J_s|^2=2|K|^2/\delta^2$. The mean loss per unit area is
$$\frac{\rho}{2}\int_0^\infty|J|^2ds=\frac{\rho}{2}|J_s|^2\frac{\delta}{2}=\frac12R_s|K|^2,\qquad R_s=\frac{\rho}{\delta}.$$
Equating the loss per unit length to $\frac12|I|^2R$ gives
$$R=\frac{R_s}{|I|^2}\int_0^{2\pi}|K|^2a\,d\varphi .$$

The angular average of $K^2$ can be found from the net current. Since $\int K a\,d\varphi=I$,
$$\left\langle\frac1{h-a\cos\varphi}\right\rangle=\frac1c=(h^2-a^2)^{-1/2}.$$
Differentiation with respect to $h$ at fixed $a$, with the sign reversed, gives
$$\left\langle\frac1{(h-a\cos\varphi)^2}\right\rangle=\frac{h}{c^3}.$$
Therefore
$$R=R_s\,a\,\frac{c^2}{4\pi^2a^2}\,2\pi\,\frac{h}{c^3}=\frac{R_s}{2\pi a}\,\frac hc .$$
An isolated wire has uniform $K=I/2\pi a$ and resistance $R_s/(2\pi a)$. The ratio is
$$\boxed{\frac{R_{\rm pair}}{R_{\rm isolated}}=\frac hc=\frac1{\sqrt{1-(2a/d)^2}}}$$
For $d=4a$ it equals $1/\sqrt{1-1/4}=2/\sqrt3=1.1547$, a rise of 15.5 percent.

The cause is the uneven current. At fixed net current, the mean of $K^2$ exceeds the square of the mean by the variance of $K$. For distant wires, $K/\langle K\rangle\approx1+(2a/d)\cos\varphi$. Its variance is $2a^2/d^2$, in agreement with the expansion of the boxed ratio. At $d=4a$ this leading term gives 12.5 percent; higher powers of $a/d$, which correct the amplitude of the $\cos\varphi$ term and also bring in higher harmonics, supply the rest. At $d=8a$ the full formula gives a rise of only 3.3 percent.

For a small gap $g=d-2a$, $h^2-a^2\approx ag$ and the ratio grows as $\sqrt{a/g}$. This growth cannot be followed to contact, because the derivation requires $\delta\ll g$.

Currents in the same direction also crowd, but on the outer sides. A numerical solution for $d=4a$ with equal currents gives $K/\langle K\rangle=0.39$ on the facing side and 1.38 on the far side, with a resistance ratio of 1.116. Reversing one current moves the crowding without removing the extra loss.

### (c) Confirmation from the inductance

From part (a), $A_z=\pm(\mu_0I/2\pi)\ln[(h+c)/a]$ on the two wires. Their difference is the flux per unit length, so
$$L=\frac{\mu_0}{\pi}\ln\frac{h+c}{a}=\frac{\mu_0}{\pi}\,{\rm arccosh}\frac ha .$$

Consider a steady current $I$ with the same surface distribution, and let both radii shrink by $\xi$ at fixed $h$. The magnetic pressure $\mu_0K^2/2$ pushes the surfaces inward and does work $\frac12\mu_0\xi\sum\oint K^2dl$, summed over both wires. At fixed current the source supplies $I^2dL$. Half of this increases the stored energy $LI^2/2$, and the other half is the work. Thus
$$\mu_0\sum\oint K^2dl=-I^2\frac{\partial L}{\partial a}.$$
The loop resistance per unit length is $R_s\sum\oint K^2dl/I^2$, so
$$R_{\rm loop}=-\frac{R_s}{\mu_0}\frac{\partial L}{\partial a}
=\frac{R_s}{\pi}\,\frac{h/a^2}{\sqrt{h^2/a^2-1}}=\frac{R_s}{\pi a}\frac hc .$$
This is twice the single-wire result of part (b).

### (d) Finite skin depth and copper bond wires

**Fields at any skin depth.** Let $\kappa=(1+i)/\delta$ and $u=a/d$, and measure $A_z$ in units of $\mu_0I/2\pi$. Near one wire, the part varying as $\cos m\varphi$ is
$$P_m(r/a)^m+Q_m(r/a)^{-m}\ \text{outside},\qquad C_mI_m(\kappa r)\ \text{inside},$$
where $I_m$ is a modified Bessel function. Continuity of $A_z$ and its radial derivative requires
$$P_m+Q_m=C_mI_m,\qquad m(P_m-Q_m)=C_m\kappa a\,I_m' ,$$
with argument $\kappa a$. Dividing these, and using $zI_m'=zI_{m+1}+mI_m=zI_{m-1}-mI_m$, gives
$$\frac{Q_m}{P_m}=\frac{mI_m-\kappa aI_m'}{mI_m+\kappa aI_m'}=-\frac{I_{m+1}}{I_{m-1}} .$$

The incident terms $P_m$ come from the other wire, whose field has the opposite sign. With $v=re^{i\varphi}$, that field is ${\rm Re}\ln(d-v)-\sum_nQ_na^n\,{\rm Re}(d-v)^{-n}$, where Re acts on the spatial factors only. Expansion in powers of $v/d$ gives
$$P_m=-\frac{u^m}{m}-\sum_{n\ge1}\binom{n+m-1}{m}u^{m+n}Q_n .$$

The uniform part has $E_z\propto I_0(\kappa r)$, and $H_\varphi=(i\omega\mu_0)^{-1}\partial E_z/\partial r$. With $\kappa^2=i\omega\mu_0/\rho$ and $2\pi aH_\varphi=I$, its resistance is
$$R_0={\rm Re}\,\frac{\rho\kappa I_0(\kappa a)}{2\pi aI_1(\kappa a)} .$$
For $m\ge1$, the inward power is $\frac12{\rm Re}\oint E_zH_\varphi^*a\,d\varphi$, with $E_z=-i\omega A_z$ and $H_\varphi=-\mu_0^{-1}\partial A_z/\partial r$. The average of $\cos^2m\varphi$ is $1/2$, so each harmonic adds
$$R_m=\frac{\omega\mu_0}{4\pi}{\rm Re}[i s_mt_m^*]=\frac{\rho}{2\pi\delta^2}{\rm Re}[i s_mt_m^*],$$
where $s_m=P_m+Q_m$ and $t_m=m(P_m-Q_m)$.

**The first correction for distant wires.** Here the term $m=1$ dominates and $P_1\approx-a/d$. Let $\varepsilon=1/(\kappa a)=(1-i)\delta/(2a)$. For small $\varepsilon$, $I_1/I_0\approx1-\varepsilon/2$ and $I_2/I_0=1-2\varepsilon I_1/I_0\approx1-2\varepsilon+\varepsilon^2$. Thus $s_1\approx P_1(2\varepsilon-\varepsilon^2)$ and $t_1\approx P_1(2-2\varepsilon)$. Through second order,
$${\rm Re}[is_1t_1^*]=P_1^2\,{\rm Re}[i(4\varepsilon-4|\varepsilon|^2-2\varepsilon^2)]
=\frac{2\delta}{a}P_1^2\left(1-\frac{\delta}{2a}\right).$$
The same expansion gives $R_0\approx(R_s/2\pi a)(1+\delta/2a)$. To first order in $\delta/a$,
$$\frac{R_{\rm pair}}{R_{\rm isolated}}\approx1+\frac{2a^2}{d^2}\left(1-\frac{\delta}{a}\right).$$
A finite skin depth therefore lowers the relative rise: the isolated resistance increases while the proximity term decreases, both measured against their thin-skin forms.

For $d=4a$, solving the coupled equations gives ratios of 1.136 at $\delta/a=0.1$ and 1.079 at $\delta/a=0.5$. A separate calculation at $\delta/a=0.5$, with the wire sections divided into filaments, also gives 1.079.

**The bond wires.** Take a rough room-temperature resistivity of 1.7 µΩ cm. Then
$$\delta=\sqrt{\frac{2(1.7\times10^{-8}\ \Omega\,{\rm m})}{2\pi(10^{10}\ {\rm s^{-1}})\mu_0}}=0.656\ \text{µm},$$
so $\delta/a=0.656/12.5=0.0525$. The surface resistance is $R_s=\rho/\delta=25.9$ mΩ per square. For length $\ell=1$ mm, two isolated wires in series have
$$\frac{R_s\ell}{\pi a}=\frac{25.9\ \text{mΩ}\times1000}{\pi\times12.5}=660\ \text{mΩ}.$$
The thin-skin pair has $660\times1.1547=762$ mΩ. At the actual skin depth the values are 677 mΩ isolated and 775 mΩ paired, a ratio of 1.145. The rise is thus 14.5 percent.

**Comparison with a real package.** Real bond wires arch and may fan out, so their spacing can vary along the length. If the spacing grew from $4a$ to $8a$, the local thin-skin rise would fall from 15.5 to 3.3 percent. Even for straight wires, the ends matter: losing the proximity excess over one spacing at each end would remove about $2(50/1000)\times14.5=1.4$ percent of the isolated resistance. This figure gives only the scale of the end effect. The conductors that close the loop add their own field at the wires, in the same direction as that of the other wire, so the loss near the ends can rise instead; the sign depends on the termination. A copper ground plane 150 µm below the wire centres changes the thin-skin wire ratio from 1.155 to 1.148 and adds plane loss equal to 0.17 percent of the isolated-pair loss.

Temperature also changes the absolute resistance. With a rough coefficient of 0.0039 per kelvin, warming by 100 K multiplies $R_s$ by $\sqrt{1.39}=1.18$ at fixed frequency. This factor cancels from the thin-skin ratio, though the larger $\delta$ slightly lowers the finite-skin ratio. The electron mean free path, about 39 nm in a free-electron estimate, is well below $\delta$, which supports the use of local conduction.

Finally, the current is not quite uniform along the wire. For a standing wave in vacuum it falls by 2.2 percent over 1 mm from a current maximum. The fall is 8.7 percent in a dielectric of relative permittivity 4, and it is much larger away from a maximum: 23 percent in vacuum for a wire that starts an eighth of a wavelength past one. The calculated resistance per unit length therefore applies locally, away from the ends, to a straight pair of bare, smooth copper wires. The geometry and temperature of a package, and any coating or roughness of the wire surface, must be included before it is used as a package value. Further values are given in the numerical output.

## Computed results

```
Limit ratio at d=4a: 1.15470; rise 15.47 %
Boundary-solution ratio, 240 points: 1.15470
Shift from 120 to 240 points: 6.6e-07
Ratio from inductance derivative: 1.15470
K/mean, facing side: 1.7321
K/mean, far side: 0.5774
Current share of facing half: 0.6667
d/a=2.5: boundary 1.66667, formula 1.66667
d/a=3.0: boundary 1.34164, formula 1.34164
d/a=4.0: boundary 1.15470, formula 1.15470
d/a=8.0: boundary 1.03280, formula 1.03280
Same-direction currents, ratio: 1.1162
Same-direction K/mean: facing 0.3898, far 1.3803
Harmonic ratio extrapolated to delta=0: 1.154700
Harmonic ratio at delta/a=0.01: 1.1528
Harmonic ratio at delta/a=0.05: 1.1453
Harmonic ratio at delta/a=0.10: 1.1363
Harmonic ratio at delta/a=0.20: 1.1194
Harmonic ratio at delta/a=0.50: 1.0793
Filament ratio at delta/a=0.50: 1.0794
Example: copper bond-wire pair
Radius 12.5 um, spacing 50.0 um
Length 1.0 mm, frequency 10.0 GHz
Resistivity (rough): 1.70 uOhm cm
Skin depth: 0.6562 um; delta/a = 0.0525
Surface resistance: 25.91 mOhm per square
Loop, isolated wires, limit: 659.7 mOhm
Loop, pair, limit: 761.8 mOhm
Loop, isolated wires, finite delta: 677.4 mOhm
Loop, pair, finite delta: 775.4 mOhm
Finite-delta ratio: 1.1448
Shift from 15 to 30 harmonics: 0.0e+00
Ground plane 150 um below wire centres:
  wire ratio with plane: 1.14795
  plane loss / isolated-pair loss: 0.171 %
End regions (one spacing each), bound scale: 1.45 %
Current change along wire, 1-cos(kL): 2.19 %
Radiation resistance of loop: 0.0964 mOhm
Electron density (rough): 8.50e+22 cm^-3
Mean free path: 38.7 nm; omega*tau = 0.00154
Non-local factor on Rs, diffuse surface: 1.0004
Roughness 0.10 um rms, factor: 1.0207
Temperature coefficient (rough): 0.0039 1/K
Factor on Rs for 100 K warmer: 1.179
Thermal conductivity (rough): 400 W/(m K)
Self-heating at 10 mA rms: 0.0247 K
```
